# Why ions tilt near a wafer edge: verification in Python

```python
# RESULT UNDER TEST
# Ion tilt near a wafer edge is theta(x) = (Delta/s) g(x/s), where
# Delta = ring height + ring sheath thickness - wafer sheath thickness.
# x points from wafer to ring; positive tilt points toward the ring.
# s is the Child sheath thickness, u the depth below the sheath boundary.
# F and G are wall responses of ion velocity potential and electric potential
# to a rippled boundary; tilt / boundary-mismatch slope = F/G.
# A nonlinear 2D ion-fluid / Boltzmann-electron solution tests the theory.
# In that solution: length = Debye length, potential = Te/e, speed = Bohm speed.
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.integrate import solve_ivp, simpson, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import k0


def wall_response(kappa_squared):
    """Series F and G; a negative argument means an imaginary wavenumber."""
    z = np.asarray(kappa_squared, dtype=float)
    term = np.ones_like(z)
    F = term.copy()
    G = term.copy()
    for m in range(1, 161):
        p = 2*m + 2/3
        q = p - 2
        term = term*z*(q*q + q/3 + 2/9)/(p*(p-1)*(p-2/3)*(p-5/3))
        F = F + term
        G = G + 1.5*p*term
    return F, G


kappa = np.linspace(0, 60, 6001)
F_grid, G_grid = wall_response(kappa**2)
regular_part = F_grid/G_grid - (2/3)/np.sqrt(kappa**2 + 1)


def tilt_kernel(xi):
    xi = np.atleast_1d(np.abs(xi))
    integral = simpson(np.cos(np.outer(xi, kappa))*regular_part, x=kappa, axis=1)
    return integral/np.pi + 2*k0(xi)/(3*np.pi)


def boundary_slope_kernel(xi):
    return simpson(np.cos(kappa*xi)/G_grid, x=kappa)/np.pi


def tilt_from_profile(height, period, thickness):
    k = 2*np.pi*np.fft.rfftfreq(len(height), period/len(height))
    F, G = wall_response((k*thickness)**2)
    return np.fft.irfft(1j*k*np.fft.rfft(height)*F/G, len(height))


def child_thickness(voltage_over_te):
    return np.sqrt(2)/3*(2*voltage_over_te)**0.75


def ion_flow(psi, du, D):
    """Newton's law and continuity, marched down from the plasma."""
    vx = np.zeros_like(psi)
    flux = np.ones_like(psi)

    def slopes(v, j, potential):
        vu = np.sqrt(1 + 2*potential - v*v)
        return (D@potential - v*(D@v))/vu, -D@(j*v/vu)

    for i in range(len(psi)-1):
        a1, b1 = slopes(vx[i], flux[i], psi[i])
        a2, b2 = slopes(vx[i] + du*a1, flux[i] + du*b1, psi[i+1])
        vx[i+1] = vx[i] + du*(a1 + a2)/2
        flux[i+1] = flux[i] + du*(b1 + b2)/2
    vu = np.sqrt(1 + 2*psi - vx*vx)
    return vx, vu, flux/vu


def fluid_sheath(voltage, half_step):
    """Periodic rounded voltage steps; half_step is Delta/(2s)."""
    s = child_thickness(voltage)
    period, nx = 6*s, 24
    x = np.arange(nx)*period/nx

    def planar_field(u, y):
        square = 2*(np.sqrt(1 + 2*y[0]) + np.exp(-y[0]) - 2)
        return [np.sqrt(max(square, 0) + 0.03**2)]

    def at_wall(u, y):
        return y[0] - voltage
    at_wall.terminal = True
    planar = solve_ivp(planar_field, [0, 5*s + 100], [0.0], events=at_wall,
                       dense_output=True, rtol=1e-9, atol=1e-10)
    assert len(planar.t_events[0]) == 1
    wall = planar.t[-1]
    nu = int(wall/0.35) + 1
    u = np.linspace(0, wall, nu)
    du = u[1]
    mismatch = np.zeros(nx)
    for m in range(1, 12, 2):
        k = 2*np.pi*m/period
        mismatch += (half_step*s*4/(np.pi*m)*np.sin(k*x)
                     * np.exp(-(0.35*k*s)**2/2))
    delta_v = 4*voltage/(3*s)*mismatch
    psi = planar.sol(u)[0][:, None] + (u[:, None]/wall)**4*delta_v
    psi[0] = 0
    psi[-1] = voltage + delta_v
    k = 2*np.pi*np.fft.fftfreq(nx, period/nx)
    k_first = k.copy()
    k_first[nx//2] = 0
    hat = np.fft.fft(np.eye(nx), axis=0)
    D = np.fft.ifft(1j*k_first[:, None]*hat, axis=0).real
    D2 = np.fft.ifft(-(k**2)[:, None]*hat, axis=0).real
    n = nu - 2
    T = sparse.diags([np.ones(n-1), -2*np.ones(n), np.ones(n-1)],
                     [-1, 0, 1])/du**2
    A = (sparse.kron(T, sparse.eye(nx))
         + sparse.kron(sparse.eye(n), sparse.csr_matrix(D2))).tocsr().tocoo()
    band = np.zeros((2*nx + 1, n*nx))
    band[nx + A.row - A.col, A.col] = A.data
    converged = False
    for _ in range(60):
        vx, vu, ni = ion_flow(psi, du, D)
        inner = psi[1:-1]
        electrons = np.exp(-inner)
        residual = ((psi[2:] - 2*inner + psi[:-2])/du**2 + inner@D2.T
                    - ni[1:-1] + electrons)
        matrix = band.copy()
        matrix[nx] += (ni[1:-1]/(1 + 2*inner) - electrons).ravel()
        step = solve_banded((nx, nx), matrix, -residual.ravel()).reshape(n, nx)
        psi[1:-1] = np.maximum(inner + step, -0.3)
        if np.max(np.abs(step)) < 1e-7*voltage:
            converged = True
            break
    assert converged and psi.min() > -0.1
    vx, vu, ni = ion_flow(psi, du, D)
    return dict(s=s, period=period, u=u, psi=psi, tilt=vx/vu,
                mismatch=mismatch, half=half_step, voltage=voltage)


def odd_part(f):
    return (f - np.roll(f, len(f)//2))/2


def contour(run, level):
    depth, angle = [], []
    for i in range(run['psi'].shape[1]):
        position = np.interp(level, run['psi'][:, i], run['u'])
        depth.append(position)
        angle.append(np.interp(position, run['u'], run['tilt'][:, i]))
    return -np.array(depth), np.array(angle)


# Example inputs: rough etching-like values, not a measured reactor
V_wafer = 1000.0          # V, mean sheath voltage
Te = 3.0                  # eV
edge_density = 5e16       # m^-3
chuck_mm, ring_layer_mm = 1.0, 3.0
permittivity = 9.8        # rough alumina value
ring_height = -0.10       # mm, relative to wafer top
frequency = 40.68e6       # Hz
pressure_mtorr, gas_temperature = 5.0, 300.0
cross_section = 4e-19     # m^2, rough ion-neutral value
ion_mass = 2*14.007*const.atomic_mass - const.m_e
debye_mm = 1e3*np.sqrt(const.epsilon_0*Te/(const.e*edge_density))


def thickness_mm(voltage):
    return debye_mm*child_thickness(voltage/Te)


def ring_voltage(layer_mm, capacitance_factor=1.0):
    def loading(v, d):
        return capacitance_factor*d/(permittivity*thickness_mm(v))
    drive = V_wafer*(1 + loading(V_wafer, chuck_mm))
    return brentq(lambda v: v*(1 + loading(v, layer_mm)) - drive,
                  0.1*V_wafer, drive, xtol=1e-10)


s_mm = thickness_mm(V_wafer)
V_ring = ring_voltage(ring_layer_mm)
s_ring = thickness_mm(V_ring)
capacitance_part = s_ring - s_mm
Delta = ring_height + capacitance_part

# Capacitance sensitivity, finite difference against derived law
A_ring = ring_layer_mm/(permittivity*s_ring)
small = 1e-4
numeric_sensitivity = (np.log(ring_voltage(ring_layer_mm*np.exp(-small)))
                       - np.log(ring_voltage(ring_layer_mm*np.exp(small))))/(2*small)
assert abs(numeric_sensitivity/(A_ring/(1 + A_ring/4)) - 1) < 1e-4

# Decay and area of the step response
q1 = brentq(lambda q: float(wall_response(-q*q)[1]), 1, 2.5)
dq = 1e-5
G_slope = float(wall_response(-(q1+dq)**2)[1]
                - wall_response(-(q1-dq)**2)[1])/(2*dq)
tail_amplitude = -float(wall_response(-q1*q1)[0])/G_slope
tail_ratio = tilt_kernel(2.0)[0]/(tail_amplitude*np.exp(-2*q1))
assert abs(tail_ratio - 1) < 0.02
root_distance = np.linspace(1e-3, 2.2, 160)
area = 2*trapezoid(2*root_distance*tilt_kernel(root_distance**2), root_distance)
assert abs(area - 1) < 0.01

# Nonlinear solution, then removal of the leading finite-Te correction.
# The correction varies as the inverse square root of voltage/Te.
low = fluid_sheath(V_wafer/Te, abs(Delta)/(2*s_mm))
high = fluid_sheath(4*V_wafer/Te, 0.01)
prediction = tilt_from_profile(low['mismatch'], low['period'], low['s'])/low['half']
tilt_low = odd_part(low['tilt'][-1])/low['half']
tilt_high = odd_part(high['tilt'][-1])/high['half']


def deviation(f):
    return np.max(np.abs(f - prediction))/np.max(np.abs(prediction))


dev_low, dev_high = deviation(tilt_low), deviation(tilt_high)
dev_limit = deviation(2*tilt_high - tilt_low)
even = (low['tilt'][-1] + np.roll(low['tilt'][-1], 12))/2
second_order = np.max(np.abs(even))/(low['half']*np.max(np.abs(prediction)))
assert dev_low < 0.15 and dev_high < dev_low and dev_limit < 0.05

height_ratios, boundary_ratios = [], []
for run in (low, high):
    level = 0.9*run['voltage']
    height, angle = contour(run, level)
    k = 2*np.pi/run['period']
    F, G = wall_response((k*child_thickness(level))**2)
    h1 = np.fft.rfft(odd_part(height))[1]
    theta1 = np.fft.rfft(odd_part(angle))[1]
    height_ratios.append((theta1/(1j*k*h1*F/G)).real)
    boundary, _ = contour(run, 5.0)
    b1 = np.fft.rfft(odd_part(boundary))[1]
    m1 = np.fft.rfft(run['mismatch'])[1]
    boundary_ratios.append((b1/m1*wall_response((k*run['s'])**2)[1]).real)
height_limit = 2*height_ratios[1] - height_ratios[0]
boundary_limit = 2*boundary_ratios[1] - boundary_ratios[0]
assert abs(height_ratios[0] - 1) < 0.15 and abs(height_limit - 1) < 0.05
assert abs(boundary_limit - 1) < 0.08

# Actual force impulse, including a simple full-depth RF field modulation
impulse_coefficients = []
a = 1.0
for m in range(15):
    p = 2*m + 2/3
    if m:
        q = p - 2
        a *= (q*q + q/3 + 2/9)/(p*(p-1)*(p-2/3)*(p-5/3))
    impulse_coefficients.append(a*p*(-q1*q1)**m)
v_max = np.sqrt(2*const.e*V_wafer/ion_mass)
Omega = 2*np.pi*frequency*s_mm*1e-3/v_max


def ion_arrivals(modulation, start_energy, phases):
    n = len(phases)

    def motion(w, y):
        energy, time = y[:n], y[n:2*n]
        factor = 1 + modulation*np.sin(Omega*time)
        transverse = sum(c*w**(6*m+1) for m, c in enumerate(impulse_coefficients))
        speed = np.sqrt(energy)
        return np.concatenate((4*w**3*factor, 3*w*w/speed,
                               3*w*w*transverse*factor/speed))
    initial = np.concatenate((np.full(n, start_energy), phases/Omega, np.zeros(n)))
    answer = solve_ivp(motion, [0, 1], initial, rtol=1e-7, atol=1e-11,
                       max_step=0.02)
    assert answer.success
    end = answer.y[:, -1]
    return end[:n], end[2*n:]/np.sqrt(end[:n])


_, impulse = ion_arrivals(0, 1e-10, np.array([0.0]))
expected_impulse = float(wall_response(-q1*q1)[0])
assert abs(impulse[0]/expected_impulse - 1) < 1e-3
phases = np.linspace(0, 2*np.pi, 48, endpoint=False)
arrival_energy, arrival_tilt = ion_arrivals(1, Te/(2*V_wafer), phases)
_, steady_tilt = ion_arrivals(0, Te/(2*V_wafer), np.array([0.0]))
tilt_factors = arrival_tilt/steady_tilt[0]

# Electron edge moving over a frozen Child ion profile
phase = np.linspace(0, 2*np.pi, 200, endpoint=False)
electron_edge_root = (1 + np.cos(phase))/2
u_grid = np.linspace(0, 1, 2001)
field = 4/3*np.maximum(np.cbrt(u_grid)[None, :] - electron_edge_root[:, None], 0)
sheath_voltage = trapezoid(field, u_grid, axis=1)
capacitance_factor = (np.mean(field[:, -1]*np.cos(phase))
                      / np.mean(sheath_voltage*np.cos(phase)))
changed_part = thickness_mm(ring_voltage(ring_layer_mm, capacitance_factor)) - s_mm

gas_density = (pressure_mtorr*1e-3*const.torr
               / (const.k*gas_temperature))
mean_free_path = 1e3/(gas_density*cross_section)
transit_periods = frequency*3*s_mm*1e-3/v_max
thermal_angle = np.degrees(np.sqrt(0.05/(2*V_wafer)))


def show(label, value, unit='', digits=3):
    print(f'{label}: {value:.{digits}f} {unit}'.rstrip())


show('Wafer mean sheath voltage', V_wafer, 'V', 0)
show('Electron temperature', Te, 'eV', 1)
print(f'Sheath-edge density: {edge_density*1e-6:.1e} cm^-3')
print(f'Wafer, ring layer thickness: {chuck_mm:.1f}, {ring_layer_mm:.1f} mm')
show('Layer relative permittivity (rough)', permittivity, '', 1)
show('Debye length', debye_mm, 'mm', 4)
show('Wafer sheath thickness', s_mm, 'mm')
show('Ring sheath voltage', V_ring, 'V', 1)
show('Ring sheath thickness', s_ring, 'mm')
show('Ring loading A = C_s/C', A_ring, '', 4)
show('Sensitivity d ln V / d ln C', numeric_sensitivity, '', 4)
show('Capacitance part of Delta', capacitance_part, 'mm')
show('Height part of Delta', ring_height, 'mm')
show('Boundary mismatch Delta', Delta, 'mm')
show('Ring height for zero mismatch', -capacitance_part, 'mm')
show('Decay number q1', q1, '', 4)
show('Tail amplitude of g', tail_amplitude, '', 4)
show('Tilt decay length', s_mm/q1, 'mm')
show('Area under g', area, '', 4)
for distance in (1.0, 2.0, 3.0, 5.0):
    theta = Delta/s_mm*tilt_kernel(distance/s_mm)[0]
    shift = 5000*np.tan(theta)
    print(f'{distance:.0f} mm inside edge: tilt {np.degrees(theta):.3f} deg, '
          f'shift in 5000 nm hole {shift:.1f} nm')
g_two = tilt_kernel(2/s_mm)[0]
show('g at 2 mm', g_two, '', 4)
show('Capacitance tilt at 2 mm', np.degrees(capacitance_part/s_mm*g_two), 'deg')
show('Height tilt at 2 mm', np.degrees(ring_height/s_mm*g_two), 'deg')
show('Boundary slope angle at 2 mm',
     np.degrees(Delta/s_mm*boundary_slope_kernel(2/s_mm)), 'deg')
show('2D tilt deviation at example V/Te', 100*dev_low, '%', 1)
show('2D tilt deviation at four times V/Te', 100*dev_high, '%', 1)
show('2D deviation after extrapolation', 100*dev_limit, '%', 1)
show('Height-response ratio at example V/Te', height_ratios[0])
show('Height-response ratio, extrapolated', height_limit)
show('Boundary-response ratio, extrapolated', boundary_limit)
show('Second-order tilt / peak linear tilt', 100*second_order, '%', 1)
show('RF frequency', frequency/1e6, 'MHz', 2)
show('Ion transit time in RF periods', transit_periods, '', 2)
print(f'RF arrival energy range: {V_wafer*arrival_energy.min():.0f} to '
      f'{V_wafer*arrival_energy.max():.0f} eV')
print(f'RF tilt / steady tilt: {tilt_factors.min():.3f} to {tilt_factors.max():.3f}')
show('Sheath capacitance factor, moving edge', capacitance_factor)
show('Capacitance part with that factor', changed_part, 'mm')
print(f'Gas: {pressure_mtorr:.1f} mTorr, {gas_temperature:.0f} K; '
      f'rough cross section {cross_section:.1e} m^2')
show('Ion mean free path', mean_free_path, 'mm', 1)
show('Fraction colliding in sheath', 100*(1-np.exp(-s_mm/mean_free_path)), '%', 1)
show('Thermal angle for 0.05 eV ions', thermal_angle, 'deg')
show('Sheath thickness / 150 mm wafer radius', 100*s_mm/150, '%', 1)
show('Wafer-ring mean voltage difference', V_wafer-V_ring, 'V', 1)
print('tests ok')
```

It prints:

```
Wafer mean sheath voltage: 1000 V
Electron temperature: 3.0 eV
Sheath-edge density: 5.0e+10 cm^-3
Wafer, ring layer thickness: 1.0, 3.0 mm
Layer relative permittivity (rough): 9.8
Debye length: 0.0576 mm
Wafer sheath thickness: 3.561 mm
Ring sheath voltage: 943.9 V
Ring sheath thickness: 3.411 mm
Ring loading A = C_s/C: 0.0898
Sensitivity d ln V / d ln C: 0.0878
Capacitance part of Delta: -0.151 mm
Height part of Delta: -0.100 mm
Boundary mismatch Delta: -0.251 mm
Ring height for zero mismatch: 0.151 mm
Decay number q1: 1.7673
Tail amplitude of g: 0.8274
Tilt decay length: 2.015 mm
Area under g: 0.9996
1 mm inside edge: tilt -2.074 deg, shift in 5000 nm hole -181.1 nm
2 mm inside edge: tilt -1.237 deg, shift in 5000 nm hole -108.0 nm
3 mm inside edge: tilt -0.753 deg, shift in 5000 nm hole -65.7 nm
5 mm inside edge: tilt -0.279 deg, shift in 5000 nm hole -24.4 nm
g at 2 mm: 0.3066
Capacitance tilt at 2 mm: -0.744 deg
Height tilt at 2 mm: -0.493 deg
Boundary slope angle at 2 mm: -1.483 deg
2D tilt deviation at example V/Te: 2.3 %
2D tilt deviation at four times V/Te: 1.2 %
2D deviation after extrapolation: 0.0 %
Height-response ratio at example V/Te: 0.937
Height-response ratio, extrapolated: 1.001
Boundary-response ratio, extrapolated: 0.999
Second-order tilt / peak linear tilt: 0.8 %
RF frequency: 40.68 MHz
Ion transit time in RF periods: 5.24
RF arrival energy range: 882 to 1124 eV
RF tilt / steady tilt: 0.945 to 1.067
Sheath capacitance factor, moving edge: 1.280
Capacitance part with that factor: -0.192 mm
Gas: 5.0 mTorr, 300 K; rough cross section 4.0e-19 m^2
Ion mean free path: 15.5 mm
Fraction colliding in sheath: 20.5 %
Thermal angle for 0.05 eV ions: 0.286 deg
Sheath thickness / 150 mm wafer radius: 2.4 %
Wafer-ring mean voltage difference: 56.1 V
tests ok
```
